# Relaxed-Ion Piezoelectric Tensor and the Two Terms of Zincblende e14, part 2

We ask what decides the relative sign of the two terms in the piezoelectric response at zero macroscopic field. Part I gave

\[
e_{\alpha j}=\bar e_{\alpha j}+\frac{e}{\Omega}\sum_{mn}Z^*_{\alpha m}\,(K^{+})_{mn}\,\Lambda_{nj}, \tag{1}
\]

and for zincblende

\[
e_{14}=\bar e_{14}+\frac{e\,\zeta Z^*}{a^2}. \tag{2}
\]

Here \(\bar e\) is the clamped-ion tensor, \(e\) the elementary charge, \(K_{mn}=\partial^2E/\partial u_m\partial u_n\), \(\Lambda_{nj}=-\partial^2E/\partial u_n\partial\eta_j\), with \(E\) the energy per cell, and \(K^+\) inverts \(K\) apart from translations. Atoms sit at \((1+\eta)(\mathbf r_0+\mathbf u)\); clamped means \(\mathbf u=0\). By Section 7, another reference displacement proportional to strain changes the two terms but not their sum.

The strain components are \(\eta_1,\eta_2,\eta_3=\eta_{xx},\eta_{yy},\eta_{zz}\) and \(\eta_4,\eta_5,\eta_6=2\eta_{yz},2\eta_{xz},2\eta_{xy}\). The cation is at the origin, the anion at \(\tfrac a4(1,1,1)\), with lattice constant \(a\), primitive vectors \(\mathbf a_i\) and cell volume \(\Omega=a^3/4\). Their dynamical charges are \(\pm Z^*\), in units of \(e\). Under \(\eta_4\) the anion shifts by \(w\) along \(x\) relative to the cation; relaxed, \(w=-\zeta h\), with \(h=a\eta_4/4\). Polarization derivatives keep lattice vectors fixed.

The bonds from a cation are \(\mathbf d_i=\tfrac a4\mathbf s_i\), of length \(\ell=d_0=\sqrt3a/4\) when unstrained, with

\[
\mathbf s_i=(1,1,1),\;(1,-1,-1),\;(-1,1,-1),\;(-1,-1,1). \tag{23}
\]

Shear and shift change their lengths by

\[
\delta\ell_i=\frac{s_{ix}}{\sqrt3}\,(w+h). \tag{25}
\]

In the electronic model each atom has four hybrids, one along each bond, with energy \(+\Delta\) (cation) or \(-\Delta\) (anion). Hybrids on one atom are coupled by \(-V_1\), the two of a bond by \(-V_2(d_0/\ell)^2\). Core charges are 3 (cation) and 5 (anion); eight noninteracting electrons per cell fill four bands. The position operator \(\mathbf r\) is diagonal, with the atomic site as its value. The Hamiltonian \(H\) depends on geometry through bond lengths alone, and so does \(b_i\), the electrons' summed mean cell label along \(\mathbf a_i\), a Berry phase over reduced wavevectors \(\boldsymbol\kappa\) in a unit cube.

### 13. The clamped term follows from the charges

Let \(N_c\) electrons sit on the cation and \(N_a=8-N_c\) on the anion. The static cation charge is \(Q=3-N_c\), and that of the anion is \(5-N_a=-Q\). The dipole per cell, in units of \(e\) and with lattice vectors at their reference values, is

\[
\mathbf p=-Q\,(\mathbf d_0+w\hat{\mathbf x})-\sum_ib_i\mathbf a_i, \tag{27}
\]

with \(\mathbf d_0=\tfrac a4(1,1,1)\). The first term is the static charge at its position, and the second the electrons' distribution over cells.

Vary this to first order. The explicit displacement contributes \(-Qw\). The changes of \(Q\) and \(b_i\) depend on the bond lengths alone, and by (25) these depend on \(w+h\) alone. The pattern (25) has the symmetry of a displacement along \(x\), so the resulting dipole is along \(x\). Call its coefficient \(-Z_{\rm dyn}\):

\[
\delta p_x=-Q\,w-Z_{\rm dyn}\,(w+h). \tag{28}
\]

Two special cases identify the quantities of Part I. Without strain, \(h=0\), a cation displacement \(u\) gives \(w=-u\) and \(\delta p_x=(Q+Z_{\rm dyn})u\). With clamped ions, \(w=0\), the dipole is \(-Z_{\rm dyn}a\eta_4/4\), to be multiplied by \(e/\Omega=4e/a^3\) and divided by \(\eta_4\). Therefore

\[
Z^*=Q+Z_{\rm dyn},\qquad \bar e_{14}=-\frac{eZ_{\rm dyn}}{a^2}. \tag{29}
\]

The clamped term is thus the charge transfer caused by unequal bond lengths. The static charge does not enter it, because a homogeneous strain leaves the reduced positions unchanged.

### 14. The internal displacement

The rest of the energy consists of a pair repulsion \(A(d_0/\ell)^4\) for each bond, with \(A\) fixed by equilibrium, and a bending energy

\[
E_{\rm bend}=2W\sum_{i<j}\left(\frac{\mathbf d_i\cdot\mathbf d_j}{d_0^2}+\frac13\right)^2. \tag{30}
\]

The factor 2 counts the angles at both atoms of the cell. Each bracket vanishes in the unstrained crystal.

The band energy and the repulsion depend on lengths alone. Their first derivatives with respect to the four lengths are equal by symmetry and vanish in equilibrium, so with (25) their second-order part is \(\tfrac12k_s(w+h)^2\), where \(k_s\) is the stretching stiffness.

For the bending part, the first-order change of a scalar product is

\[
\delta(\mathbf d_i\cdot\mathbf d_j)=\frac{a^2\eta_4}{16}\,(s_{iy}s_{jz}+s_{iz}s_{jy})+\frac{aw}{4}\,(s_{ix}+s_{jx}). \tag{31}
\]

Any two of the vectors (23) agree in one component and differ in two.

- If they agree in \(x\), then \(s_{jy}=-s_{iy}\) and \(s_{jz}=-s_{iz}\). The first bracket is \(-2s_{iy}s_{iz}=-2s_{ix}\) and the second is \(2s_{ix}\). The change is \(\tfrac a2s_{ix}(w-h)\). There are two such pairs.
- If they agree in \(y\) or \(z\), both brackets vanish. There are four such pairs.

Inserting the two contributing pairs in (30),

\[
E_{\rm bend}=2W\cdot2\cdot\frac{a^2(w-h)^2}{4d_0^4}=\tfrac12k_b(w-h)^2,\qquad
k_b=\frac{2Wa^2}{d_0^4}=\frac{512\,W}{9a^2}, \tag{32}
\]

where \(d_0^4=9a^4/256\). Stretching favours \(w=-h\), and the term (30) favours \(w=+h\). The scalar products in (30) change with the bond lengths as well as with the angles, so this value belongs to the form (30) and is not the shift that restores the angles. Setting the derivative of the sum to zero,

\[
k_s(w+h)+k_b(w-h)=0\quad\Rightarrow\quad w=-\frac{k_s-k_b}{k_s+k_b}\,h,\qquad
\zeta=\frac{k_s-k_b}{k_s+k_b}. \tag{33}
\]

So \(\zeta\) is positive when \(k_s>k_b\).

### 15. The criterion

Combining (2) with (29),

\[
e_{14}=\frac{e}{a^2}\left[\zeta Z^*-Z_{\rm dyn}\right]=\frac{e}{a^2}\left[Q-(1-\zeta)Z^*\right]. \tag{34}
\]

The second form follows by inserting \(Z_{\rm dyn}=Z^*-Q\). In this model \(e_{14}\) is a difference of opposing terms if and only if \(\zeta Z^*\) and \(Z_{\rm dyn}\) have the same sign.

The limits are instructive. For \(\zeta=0\) the atoms follow the strain and the clamped term remains. For \(\zeta=1\) the bond lengths do not change, the electrons have nothing to respond to, and \(e_{14}=eQ/a^2\) comes from static charges carried along.

The second form is also a division into two terms, of the kind allowed by Section 7. Its reference is the crystal with unchanged bond lengths, and its correction is the remaining shift \((1-\zeta)h\) acting on the full charge \(Z^*\).

If the Hamiltonian also depends on bond angles, or on electrostatic potentials that change with the site positions, then (25) no longer controls the whole response. Relations (29) and (34) then lose their basis, while (1) and (2) remain valid.

### 16. Where the signs come from: isolated bonds

For \(V_1=0\) each bond is a two-level problem with energies \(\pm\sqrt{V_2^2+\Delta^2}\). Define the polarity \(\alpha=\Delta/\sqrt{V_2^2+\Delta^2}\). In the lower state the mean of the operator that is \(+1\) on the cation hybrid and \(-1\) on the anion hybrid is \(-\alpha\). The weight on the cation is then \((1-\alpha)/2\). With two electrons in each of four bonds, \(N_c=4(1-\alpha)\) and

\[
Q=3-4(1-\alpha)=4\alpha-1. \tag{35}
\]

Now stretch a bond. The coupling falls as \(\ell^{-2}\), so \(dV_2/d\ell=-2V_2/d_0\), and

\[
\frac{d\alpha}{d\ell}=-\frac{\Delta V_2}{(V_2^2+\Delta^2)^{3/2}}\left(-\frac{2V_2}{d_0}\right)=\frac{2\alpha(1-\alpha^2)}{d_0}. \tag{36}
\]

A longer bond is more polar. Each of its two electrons has weight \((1+\alpha)/2\) on the anion, so its mean position measured from the cation is \(\tfrac12(1+\alpha)\mathbf d_i\). The two positions sum to \((1+\alpha)\mathbf d_i\), so a change \(\delta\alpha_i\) gives the dipole \(-\delta\alpha_i\mathbf d_i\). Summing the \(x\) components with (25) and \(s_{ix}^2=1\),

\[
\delta p_x=-\frac{2\alpha(1-\alpha^2)}{d_0}\cdot4\cdot\frac a4\cdot\frac{w+h}{\sqrt3}
=-\frac83\,\alpha(1-\alpha^2)\,(w+h), \tag{37}
\]

since \(a/(\sqrt3d_0)=4/3\). Comparison with (28) gives

\[
Z_{\rm dyn}=\tfrac83\,\alpha(1-\alpha^2)>0\qquad(0<\alpha<1). \tag{38}
\]

The clamped term is therefore negative in this limit. The sign of \(Z^*=4\alpha-1+\tfrac83\alpha(1-\alpha^2)\) is not fixed. At small \(\alpha\) it is close to \(-1\): electrons shared equally put four on a cation whose core charge is 3. For \(\zeta>0\) such a weakly polar crystal has two negative terms, which add. At larger polarity \(Z^*\) is positive, and the terms oppose as long as \(\zeta\) stays positive. That condition itself depends on the polarity. With \(x=\ell/d_0\), the energy of one bond is \(-2\sqrt{V_2^2x^{-4}+\Delta^2}+Ax^{-4}\). Equilibrium at \(x=1\) gives \(A=V_2^2/\sqrt{V_2^2+\Delta^2}\), and the second derivative there is \(8V_2(1-\alpha^2)^{3/2}\). By (25), \(k_s\) is \(4/(3d_0^2)\) times this, so \(k_s/k_b=V_2(1-\alpha^2)^{3/2}/W\). Within this model, with \(W\) held fixed, a very polar crystal has soft bonds and \(\zeta<0\), and its two terms are again both negative. For isolated bonds with \(V_2=4\) eV and \(W=0.7\) eV this happens above \(\Delta=5.93\) eV. This regime belongs to the model and is not a trend of real compounds. It arises because \(W\) does not weaken with polarity and because the energy contains no Coulomb forces between the charged ions; at the same \(\Delta\) the elastic constant \(C_{12}\) of the model turns negative. A zincblende crystal of point ions with a nearest-neighbour repulsion \(\ell^{-n}\), \(n=6\) to \(12\), has \(\zeta=0.80\) to \(0.94\), and in real zincblende compounds \(\zeta\) is positive and tends to grow with ionicity.

### 17. Linear response for coupled bonds

For \(V_1\neq0\) the ingredients follow from perturbation theory in the unstrained crystal. Let \(v\) and \(c\) label occupied and empty states at the same \(\boldsymbol\kappa\), with energies \(\varepsilon_v\) and \(\varepsilon_c\), and let \(\langle\dots\rangle_\kappa\) be the average over \(\boldsymbol\kappa\). Write \(H_i=\partial H/\partial\ell_i\) and \(H_{ij}\) for the second derivative. Second-order perturbation theory gives the band-energy part of the stretching matrix,

\[
\frac{\partial^2E_{\rm band}}{\partial\ell_i\partial\ell_j}=2\Big\langle\sum_v\langle v|H_{ij}|v\rangle+2\,{\rm Re}\sum_{vc}\frac{\langle v|H_i|c\rangle\langle c|H_j|v\rangle}{\varepsilon_v-\varepsilon_c}\Big\rangle_\kappa . \tag{39}
\]

Terms between two occupied states cancel in pairs, because exchanging the states reverses the denominator. Adding the repulsion gives the full matrix \(G_{ij}\), and (25) gives \(k_s=\tfrac13\sum_{ij}s_{ix}G_{ij}s_{jx}\).

For the dipole one needs \(\langle c|\mathbf r|v\rangle\). Taking the commutator of \(\mathbf r\) with \(H\) between the two states gives

\[
\langle c|\mathbf r|v\rangle=\frac{\langle c|[\mathbf r,H]|v\rangle}{\varepsilon_v-\varepsilon_c}. \tag{40}
\]

The commutator multiplies each matrix element of \(H\) by the difference of the two site positions, so it is periodic in the lattice. The first-order change of the occupied states then gives

\[
\delta\mathbf p=-2\Big\langle2\,{\rm Re}\sum_{vc}\frac{\langle v|\mathbf r|c\rangle\langle c|\delta H|v\rangle}{\varepsilon_v-\varepsilon_c}\Big\rangle_\kappa . \tag{41}
\]

The leading minus sign is the electron charge and the factor 2 before the average is spin. With \(\delta H=\sum_iH_i\delta\ell_i\) this is the term \(-Z_{\rm dyn}(w+h)\).

### 18. A worked crystal

Take \(a=0.6\) nm, \(V_1=1\) eV, \(V_2=4\) eV, \(\Delta=2\) eV and \(W=0.7\) eV. Linear response gives \(Q=0.637\) and \(Z_{\rm dyn}=0.930\), and the unrounded values add to \(Z^*=1.566\). Isolated bonds with the same \(\Delta\) and \(V_2\) would have \(Q=0.789\) and \(Z_{\rm dyn}=0.954\).

The stiffnesses are \(k_s=446.8\) eV/nm² and \(k_b=110.6\) eV/nm², so

\[
\zeta=\frac{446.8-110.6}{446.8+110.6}=0.603. \tag{42}
\]

With \(e/a^2=0.4450\) C/m² the two terms are

\[
\bar e_{14}=-0.4450\times0.930=-0.414\ \text{C/m}^2,\qquad
\frac{e\zeta Z^*}{a^2}=0.4450\times0.603\times1.566=0.420\ \text{C/m}^2. \tag{43}
\]

Their sum, from the unrounded values, is \(e_{14}=0.0066\) C/m², or 0.041 \(e\)/nm². It is about 1.6 % of either term. By (34) the sum vanishes at \(\zeta=Z_{\rm dyn}/Z^*=0.594\), close to the actual 0.603. Raising \(\zeta\) by 1 % of its value, at fixed charges, would add 0.0042 C/m², more than half of \(e_{14}\). After such a cancellation, small relative errors in the ingredients become large relative errors in the result.

The numerical check strains the crystal by \(\pm0.001\), relaxes the atoms using total energies alone, and takes the polarization from Berry phases. It gives the same \(-0.414\) C/m² for clamped and 0.0066 C/m² for relaxed ions. For one strain with all six components nonzero, the three components of the Berry-phase polarization also agree with those predicted by (1).

Changing \(\Delta\) alone, with the repulsion readjusted to equilibrium, gives the following values, the last three columns in C/m².

| \(\Delta\) (eV) | \(Z^*\) | clamped | internal | \(e_{14}\) |
|---|---|---|---|---|
| 0.3 | −0.5557 | −0.0803 | −0.1680 | −0.2483 |
| 1.0 | 0.4293 | −0.2515 | 0.1265 | −0.1251 |
| 2.0 | 1.5663 | −0.4138 | 0.4204 | 0.0066 |
| 3.0 | 2.3025 | −0.4640 | 0.5143 | 0.0503 |

At \(\Delta=0.3\) eV the terms add, and the Berry-phase calculation gives \(-0.0803\) C/m² for clamped and \(-0.2483\) C/m² for relaxed ions, the same as the table. The charge \(Z^*\) changes sign at \(\Delta=0.685\) eV. In the three more polar crystals the terms oppose. The clamped term is the larger at 1 eV and the internal term at 2 and 3 eV, so \(e_{14}\) changes sign between 1 and 2 eV. The internal term does not stay the larger: beyond the table \(\zeta\) keeps falling, \(e_{14}\) changes sign again between 3 and 4 eV, and \(\zeta\) passes through zero near \(\Delta=6.1\) eV, a feature of the fixed \(W\) discussed in Section 16. The largest \(|e_{14}|\) in the table belongs to the crystal with the smallest \(\Delta\), where nothing cancels.

## Table of computed values

```
lattice constant a = 0.600 nm
cell volume = 0.0540 nm^3
bond length = 0.25981 nm
intra-atomic coupling = 1.00 eV
bond coupling V2 = 4.00 eV
hybrid energies = +/- 2.00 eV
bending energy W = 0.70 eV
core charges = 3, 5 e
pair repulsion per bond = 3.5077 eV
strain step = 0.0010 (dimensionless)
e/a^2 = 0.44505 C/m^2
static cation charge Q = 0.6366 e
dynamic part Z_dyn = 0.9298 e
Z* by linear response = 1.5663 e
Z* by Berry phase = 1.5663 e
stretching stiffness k_s = 446.79 eV/nm^2
bending stiffness k_b = 110.62 eV/nm^2
K by linear response = 557.41 eV/nm^2
K by energy differences = 557.40 eV/nm^2
Lambda (anion x, eta4) = -50.426 eV/nm
Lambda by energy differences = -50.428 eV/nm
zeta from stiffnesses = 0.60310 (dimensionless)
zeta from relaxation = 0.60310 (dimensionless)
clamped e14, linear response = -0.41379 C/m^2
clamped e14, Berry phase = -0.41379 C/m^2
internal-strain term = 0.42042 C/m^2
relaxed e14, formula = 0.00662 C/m^2
relaxed e14, Berry phase = 0.00662 C/m^2
relaxed e14 = 0.04135 e/nm^2
change of e14 on finer mesh = 3.1e-10 C/m^2
generic strain, eta1..eta6 per step: [ 1.  -0.5  0.3  0.8 -0.4  0.6]
generic dP/step, formula (C/m^2): [ 0.0053  -0.00265  0.00397]
generic dP/step, Berry (C/m^2): [ 0.0053  -0.00265  0.00397]
isolated bonds: polarity alpha = 0.4472 (dimensionless)
isolated bonds: Q = 0.7889 e, Z_dyn = 0.9541 e
scan: Delta (eV), Z* (e), clamped, internal, total (C/m^2)
  0.3  -0.5557  -0.0803  -0.1680  -0.2483
  1.0  0.4293  -0.2515  0.1265  -0.1251
  2.0  1.5663  -0.4138  0.4204  0.0066
  3.0  2.3025  -0.4640  0.5143  0.0503
Delta = 0.3 eV: Berry clamped e14 = -0.08032 C/m^2
Delta = 0.3 eV: Berry relaxed e14 = -0.24830 C/m^2
Z* changes sign at Delta = 0.6854 eV
```
